How Copper–Oxygen Hybridization Raises the Valence Edge and Shares the Hole

Q: I am told that filled copper d orbitals help an oxide conduct by holes, because they mix with oxygen p orbitals, raise the valence edge and draw the hole onto copper. I doubt it. When two levels mix, one goes up and the other goes down. Why should the edge follow the one that goes up?

A: That depends on which states are filled, so we need a model in which the electrons can be counted. Take a straight, infinite chain of alternating Cu and O atoms along z, with lattice constant a. Cell n has a copper atom at z = na and an oxygen atom at z = na + a/2. Keep one orbital on each: d_n, the 3d(z²) orbital of copper, with energy e_d, and p_n, the 2p(z) orbital of oxygen, with energy e_p. I use Hartree atomic units, so ħ and the electron mass are 1, and write

δ = e_d − e_p.

A closed copper d shell and a closed oxygen p shell put two electrons in each orbital, hence four in each cell. These are the ions Cu⁺ and O²⁻, so the chain carries one negative charge per cell that other cations must balance; a neutral CuO chain has one electron fewer per cell and no closed d shell. Two orbitals per cell give two bands, and each band holds two electrons per cell. Both bands are therefore full, and the valence edge is the top of the upper one. The level that goes up sets the edge because it is occupied too.

The orbitals are taken as orthonormal and localized, and their energies as fixed one-electron energies. The other p and d orbitals are left out, on the assumption that their bands lie below the edge found here. The oxygen 2s orbital, which is filled and much deeper in energy, is also omitted. So is the empty copper 4s orbital. It lies above the edge and has the same symmetry about the chain axis as d(z²), so in a real chain it would also mix with p(z), lower the edge and change the copper share and the hole mass. This weakens the assumption above. The d(xz) and d(yz) orbitals mix with p(x) and p(y) under the same sign rule, are pushed up too, and do not mix with 4s, so in a real linear Cu–O unit these π states can lie above the d(z²)–p(z) state. The model shows the mechanism; it does not decide which orbital pair forms the edge.

Q: Then what would happen if only the lower band were filled?

A: We can answer that once we have the bands, and for those we need the coupling between neighbours.

Q: Surely that is one number, t, for every Cu–O contact. The distances are all equal.

A: The magnitude is the same, but the sign alternates. Let I be inversion through the copper atom at z = 0. The Hamiltonian H of the chain is unchanged by I. The d(z²) orbital is even, so I d_0 = d_0. A p(z) orbital is odd about its own centre, and inversion also carries the oxygen from a/2 to −a/2, so

I p_0 = −p_{−1}.

Because H commutes with I,

⟨d_0|H|p_0⟩ = ⟨I d_0|H|I p_0⟩ = −⟨d_0|H|p_{−1}⟩.

The coupling to the oxygen on the right is thus minus the coupling to the one on the left. I call them +t and −t, with t > 0. If the right-hand coupling comes out negative, reversing the sign of every p orbital restores this convention without changing any energy.

A quadrature with Gaussian trial orbitals and an inversion-symmetric model potential gives −0.253 hartree on the right and +0.253 hartree on the left. These confirm the sign rule. Their size belongs to the trial orbitals and is not used for t below.

Q: With opposite signs the two couplings should cancel, and then there is no hybridization at all.

A: They cancel at one wave vector and add at another. For N cells with periodic ends, form the Bloch sums

|d,k⟩ = N^(−1/2) Σ_n exp(ikna) |d_n⟩,

|p,k⟩ = N^(−1/2) Σ_n exp[ik(n + ½)a] |p_n⟩.

The phases refer to the actual atomic positions. Copper n couples to p_n on its right and to p_{n−1} on its left. Relative to copper n, these carry the phases exp(ika/2) and exp(−ika/2). The sum over n gives N equal terms, which cancel the normalization 1/N, and

H_dp(k) = t exp(ika/2) − t exp(−ika/2) = 2it sin(ka/2).

At k = 0 all p orbitals have the same phase, and each copper feels two opposite couplings that cancel. At k = π/a neighbouring p orbitals have opposite phases. That sign change compensates the parity sign, and the couplings add to a magnitude

V = 2t.

Q: Now give me the energies, and do not skip the algebra.

A: At each k the Hamiltonian is a 2 × 2 matrix with diagonal elements e_p and e_d. A nonzero solution exists when its secular determinant vanishes:

(e_p − E)(e_d − E) − |H_dp|² = 0.

Multiplying out,

E² − (e_p + e_d)E + e_p e_d − |H_dp|² = 0.

The quadratic formula contains (e_p + e_d)² − 4e_p e_d + 4|H_dp|². The first two terms combine to (e_d − e_p)² = δ². Taking the factor ½ inside the root gives

E±(k) = (e_p + e_d)/2 ± R_k,

R_k = √[δ²/4 + V² sin²(ka/2)].

The upper band is highest where the sine squared is largest, at k = π/a. With R for the value of R_k there, the valence edge is

E_v = (e_p + e_d)/2 + R, R = √(δ²/4 + V²).

Your question about the lower band can now be settled. Its top is at k = 0, where H_dp = 0 and E₋ is simply the lower of e_p and e_d. With two electrons per cell and δ ≠ 0, the highest filled level of this one-electron model would not move at all when the coupling is switched on. The rise needs electrons in the antibonding band, and the highest filled level reaches E_v when that band is full, as it is here.

Q: But if the filled states go up, the crystal must pay for it. Why would it hybridize?

A: In this model it neither pays nor gains. At each k,

E₊(k) + E₋(k) = e_p + e_d,

which does not contain V. With both bands full, the summed band energy is the same with and without coupling. What changes is how that energy is distributed among the states, and the cost of taking out the most weakly bound electron depends on the top state alone. With fixed one-electron energies that cost is −E_v, measured from the vacuum level.

The exact balance relies on orthonormal orbitals with fixed energies. The model therefore says nothing about whether the crystal is stable or how long its bonds are.

Q: You say the edge rises. Above what? If I raise e_d by hand, of course the top goes up.

A: There are two comparisons, and they answer different questions. The first holds both orbital energies fixed and switches on the coupling. Without coupling the edge is the higher level, max(e_p, e_d) = (e_p + e_d)/2 + |δ|/2. The rise is therefore

u = R − |δ|/2.

Multiply and divide by R + |δ|/2, and use R² − δ²/4 = V²:

u = V²/(R + |δ|/2).

This is positive for any nonzero V. The denominator grows with |δ|, so at fixed V the rise is largest at δ = 0, where u = V. It is also the width of the upper band, because at k = 0 that band starts from the higher uncoupled level.

The second comparison keeps e_p and V fixed and moves the d level. Since (e_p + e_d)/2 − e_p = δ/2,

E_v − e_p = δ/2 + R.

This keeps growing as e_d rises through e_p and beyond. So degeneracy gives the largest rise due to coupling, but not the highest possible edge.

Q: Put numbers in. I want to see whether "nearly degenerate" makes a real difference.

A: I choose round model parameters that do not stand for a particular oxide: e_p = −0.250 hartree, t = 0.020 hartree and a = 7 bohr, so V = 0.040 hartree. Put the d level slightly below oxygen p, at e_d = −0.260 hartree. Then δ = −0.010 hartree and

R = √(0.005² + 0.040²) = 0.0403 hartree,

E_v = −0.2550 + 0.0403 = −0.2147 hartree.

The higher uncoupled level is e_p, so

u = −0.2147 + 0.2500 = 0.0353 hartree = 0.96 eV.

Now lower the d level to −0.450 hartree and change nothing else. Then |δ|/2 = 0.100 hartree and

R = √(0.100² + 0.040²) = 0.1077 hartree,

u = 0.1077 − 0.1000 = 0.0077 hartree = 0.21 eV.

The same coupling raises the edge 4.6 times as much in the nearly degenerate case. At exact degeneracy the rise is 0.0400 hartree, or 1.09 eV.

Q: That settles the energy. The claim about the hole is separate. How do you know where it sits?

A: From the eigenvector of the state that loses the electron. Let c_d and c_p be its coefficients in the upper band. The copper row of the eigenvalue equation is

(e_d − E₊)c_d + H_dp c_p = 0.

Where H_dp ≠ 0 this gives

|c_p|²/|c_d|² = (E₊ − e_d)²/|H_dp|².

The numerator follows from E₊ − e_d = (e_p + e_d)/2 + R_k − e_d = R_k − δ/2. The denominator is R_k² − δ²/4 = (R_k − δ/2)(R_k + δ/2). One factor cancels:

|c_p|²/|c_d|² = (R_k − δ/2)/(R_k + δ/2).

Normalization, |c_d|² + |c_p|² = 1, then gives the copper share

w_d(k) = |c_d|² = (R_k + δ/2)/(2R_k) = ½[1 + δ/(2R_k)].

At the edge R_k = R, and the oxygen share is w_p = 1 − w_d. For the main case,

w_d = ½[1 − 0.010/(2 × 0.0403)] = 0.438.

About 44% of the hole is on copper and 56% on oxygen. With the deep d level the copper share is only 3.6%.

Q: An orbital coefficient is not a density. What does 44% on copper mean in space?

A: It is a population. The hole is a Bloch state, so each of the N copper atoms loses w_d/N of an electron, and all of them together lose w_d. The density in space also contains products of d and p orbitals. They change the density locally, but their integral over all space is zero because the orbitals are orthogonal. With another choice of localized orbitals the percentage can change, and not always by a little, since dividing a bond between two atoms involves a convention.

The share can also be read as an energy response. Differentiate the edge with respect to e_d at fixed e_p and V. Since ∂R/∂e_d = δ/(4R),

∂E_v/∂e_d = ½ + δ/(4R) = w_d.

The copper share is the rate at which the edge follows the copper level. Moving e_d up by a small amount moves the edge by about 44% of that amount in the main case. This does not remove the convention, because e_d is the energy of the chosen d orbital: another choice changes the population and the response together.

Q: So hybridization always pulls the hole onto copper, as I was told?

A: No, and here the usual phrase needs a condition. Compare the share with its value before coupling. If δ < 0, oxygen p is the higher level and the uncoupled hole is entirely on oxygen. Coupling raises the copper share from zero to a value below one half. If δ > 0, the uncoupled hole is entirely on copper, and coupling moves part of it to oxygen.

Take e_d = −0.240 hartree, slightly above oxygen p. The rise is again 0.0353 hartree, because u depends on |δ|, but the shares are exchanged: 56% copper and 44% oxygen. Coupling has taken 44% of the hole away from copper.

What holds for both signs is that coupling shares the hole between the two atoms. What favours copper is a higher d level: w_d increases with δ at fixed V.

Q: Near degeneracy, then, is an even split evidence of strong hybridization?

A: Not by itself. Let |δ| be small compared with 2V and expand the root:

R = V√[1 + δ²/(4V²)] ≈ V + δ²/(8V).

Inserting this in u, and using 1/R ≈ 1/V in w_d, gives

u ≈ V − |δ|/2 + δ²/(8V),

w_d ≈ ½ + δ/(4V).

The share depends on the ratio δ/V, while the rise is set mainly by V itself. At δ = 0 the edge hole is split evenly for any nonzero V, even if V is so small that the edge hardly rises. An even split shows that the mismatch is small compared with the coupling. It does not show that the coupling is large.

In the main case δ/(4V) = −0.010/0.160 = −0.0625, so the estimate is w_d ≈ 0.4375, against 0.4380 from the full formula. The estimated rise agrees with the full value to about 0.000001 hartree.

Q: And far from degeneracy? I would have used perturbation theory from the start.

A: It works there. For |δ| much larger than 2V,

R = (|δ|/2)√(1 + 4V²/δ²) ≈ |δ|/2 + V²/|δ|,

so the rise is

u ≈ V²/|δ|.

For the smaller of the two shares, first write it as ½[1 − |δ|/(2R)]. The same expansion gives |δ|/(2R) ≈ 1 − 2V²/δ², and therefore

minority share ≈ V²/δ².

For the deep d level these estimates are 0.0016/0.200 = 0.0080 hartree and 0.0016/0.0400 = 0.040. The full two-level values are 0.0077 hartree and 0.036, so relative to them the estimates are about 4% and 12% too large.

Near degeneracy both expressions fail: they diverge as δ goes to zero, while the rise stays at V and the share at one half. That is why the matrix must be diagonalized there and not treated by perturbation theory in V/|δ|.

Q: You quote the share at one wave vector. Hybridization vanishes at k = 0, so is the 44% a special feature of a single point?

A: Follow the upper band of the main case. At k = 0 its energy is −0.2500 hartree and its copper share is zero: it is the bare oxygen level. At ka = π/2 the sine squared is ½, so

R_k = √(0.005² + 0.040²/2) = 0.0287 hartree,

E₊ = −0.2550 + 0.0287 = −0.2263 hartree,

w_d = ½[1 − 0.005/0.0287] = 0.413.

At ka = π the values are −0.2147 hartree and 0.438. Halfway to the edge in wave vector, the energy has completed about two thirds of its climb, but the copper share has already reached 94% of its final value. The share saturates early because it only needs the coupling to exceed the small mismatch, whereas the energy keeps following the coupling itself.

So the 44% describes the states near the edge well, and it fails near k = 0. Holes near the edge are the ones of interest at low hole density, since electrons are removed from the top first.

Q: A shared hole is still of no use if it is too heavy to move. Does sharing help there?

A: In this chain it does, because copper and oxygen are coupled only to each other. A hole can travel only by passing through both kinds of atom. To get the mass, put k = π/a + q with qa small. Then

sin²(ka/2) = cos²(qa/2) ≈ 1 − q²a²/4,

R_k² ≈ R² − V²a²q²/4.

Taking the square root to first order in q² gives

R_k ≈ R − V²a²q²/(8R).

The band bends down from its top. Define the positive hole mass m_h by E₊ = E_v − q²/(2m_h). Comparing the q² terms,

1/(2m_h) = V²a²/(8R),

m_h = 4R/(V²a²).

The link to sharing comes from the product of the two shares:

w_d w_p = ¼[1 − δ²/(4R²)] = V²/(4R²).

Substituting V² = 4R² w_d w_p,

m_h = 1/(a² R w_d w_p).

This form should not be read as if R and the shares could be varied separately. At fixed V and a, the first form shows the trend directly: R, and with it the mass, is smallest at δ = 0.

In the main case

m_h = 4 × 0.0403/(0.0016 × 49) = 2.06 electron masses.

At degeneracy it is 2.04, and with the deep d level 5.5. Moving the d level away from oxygen p makes the hole 2.7 times as heavy as in the main case. This comparison holds only while direct oxygen–oxygen hopping is negligible, as shown below. It is a band mass along the chain, and a mobility would also require the scattering rate.

Q: All this rests on your Bloch sums. Is there evidence that does not?

A: A ring of 200 cells was diagonalized directly in real space, with the alternating signs on its bonds and no Bloch sums. Its energies agree with the formulas for all four positions of the d level. So do its copper populations in the upper band, except at k = 0 in the degenerate case, where the two bands touch and the share is not defined. Removing one electron from the filled ring gives the quoted hole shares, and the spacing of its highest levels gives the mass to better than one part in a thousand. The numerical output below lists the values. This confirms the solution of the model, not the suitability of the model for a given oxide.

Q: Then tell me where it would mislead me about a real one.

A: First, the geometry. The cancellation at k = 0 needs the two couplings of each copper atom to be equal in size and opposite in sign, which inversion symmetry about copper ensures in this chain. In three dimensions, several p and d orbitals mix, and the edge may lie at another wave vector.

Second, direct oxygen–oxygen hopping. In the chain, a coupling s between neighbouring p orbitals replaces e_p by e_p + 2s cos(ka). The 2 × 2 formulas still hold at each k with this shifted energy, but the maximum must then be located anew, and the mass changes as well. For p(z) orbitals lined up along the chain s is positive, and at k = π/a the curvature gives 1/m_h = a²[V²/(4R) − 2s w_p], with R and w_p taken at the shifted energy e_p − 2s. With the deep d level, s of about 0.002 hartree already moves the edge to k = 0. At s = 0.005 hartree the mass is 4.1 in the main case but 3.3 with the deep d level, so the trend found above is reversed.

Third, the response of the other electrons. Removing an electron changes the repulsion within the copper d shell and lets the lattice relax. Either effect can change the share, and a strong enough relaxation can trap the hole on a few atoms. The formulas describe a delocalized hole in fixed one-electron levels.

Finally, a high valence edge does not by itself make a p-type conductor. In the main case the coupling lowers the cost of removing an electron from 0.250 to 0.215 hartree, which favours holes. Whether they survive depends also on the acceptors that create them and on defects that can give electrons back, and neither is in this model.

Computed results

```
O p energy e_p = -0.250 hartree
nearest-neighbour coupling t = 0.020 hartree
edge coupling V = 2t = 0.040 hartree
lattice constant a = 7.0 bohr
trial coupling, O on right = -0.25259 hartree
trial coupling, O on left = 0.25259 hartree
CASE d slightly below p: e_d = -0.260 hartree
  delta = -0.010 hartree, R = 0.040311 hartree
  valence edge = -0.214689 hartree
  rise = 0.035311 hartree = 0.961 eV
  hole share: Cu 0.4380, O 0.5620
  hole mass = 2.057 electron masses
CASE degenerate: e_d = -0.250 hartree
  delta = 0.000 hartree, R = 0.040000 hartree
  valence edge = -0.210000 hartree
  rise = 0.040000 hartree = 1.088 eV
  hole share: Cu 0.5000, O 0.5000
  hole mass = 2.041 electron masses
CASE d slightly above p: e_d = -0.240 hartree
  delta = 0.010 hartree, R = 0.040311 hartree
  valence edge = -0.204689 hartree
  rise = 0.035311 hartree = 0.961 eV
  hole share: Cu 0.5620, O 0.4380
  hole mass = 2.057 electron masses
CASE deep d: e_d = -0.450 hartree
  delta = -0.200 hartree, R = 0.107703 hartree
  valence edge = -0.242297 hartree
  rise = 0.007703 hartree = 0.210 eV
  hole share: Cu 0.0358, O 0.9642
  hole mass = 5.495 electron masses
Upper band, d slightly below p:
  ka = 0: E = -0.250000 hartree, Cu 0.0000
  ka = pi/2: E = -0.226277 hartree, Cu 0.4130
  ka = pi: E = -0.214689 hartree, Cu 0.4380
near-degenerate estimate of rise = 0.035312 hartree
near-degenerate estimate of Cu share = 0.4375
deep-d estimate of rise = 0.008000 hartree
deep-d estimate of Cu share = 0.0400
```
